# The inverse cube-root law for mass transfer to an absorbing wall

## Definitions and conventions

A carrier gas flows along $x$ between parallel plates at $y=0$ and $y=H$. It contains a dilute precursor at concentration $c(x,y)$, with constant diffusivity $D$. The flow is laminar, steady and fully developed, with mean speed $U$:

$$u(y)=\frac{6Uy}{H}\left(1-\frac yH\right)=\gamma y\left(1-\frac yH\right),\qquad \gamma=\frac{6U}{H}. \tag{1}$$

Here $\gamma$ is the wall shear rate. The lower wall is inert for $x<0$ and perfectly absorbing for $x>0$, so $c(x,0)=0$ there. The upper wall is inert. Gas arrives with uniform concentration $c_0$. There is no gas-phase reaction, the gas is isothermal, and the precursor is so dilute that its uptake drives no appreciable flow towards the wall.

The flux into the wall, counted positive, is $D\,\partial c/\partial y$ at $y=0$. The mass-transfer coefficient is referred to the inlet concentration:

$$k(x)=\frac{D}{c_0}\left.\frac{\partial c}{\partial y}\right|_{y=0}. \tag{2}$$

Two lengths organize the problem:

$$\delta(x)=\left(\frac{9Dx}{\gamma}\right)^{1/3},\qquad \ell=\sqrt{\frac D\gamma}. \tag{3}$$

The first measures the depleted layer. The second is the distance over which diffusion and shear advection compete near the leading edge. The result to be derived is

$$k=\frac{D}{\Gamma(4/3)\,\delta}=\frac{D}{\Gamma(4/3)}\left(\frac{\gamma}{9Dx}\right)^{1/3},\qquad \ell\ll x\ll\frac{UH^2}{D}, \tag{4}$$

together with its first correction for the curvature of the velocity profile,

$$\frac{kH}{D}=\frac{H}{\Gamma(4/3)\,\delta}-\frac15+O\!\left(\frac{\delta}{H}\right). \tag{5}$$

## The balance and its range

Conservation of precursor reads

$$u\frac{\partial c}{\partial x}=D\left(\frac{\partial^2c}{\partial x^2}+\frac{\partial^2c}{\partial y^2}\right). \tag{6}$$

Inside a layer of thickness $\delta\ll H$ the speed is about $\gamma y$. Advection then has size $\gamma\delta c_0/x$ and transverse diffusion has size $Dc_0/\delta^2$. Equating them gives $\delta^3\sim Dx/\gamma$. Since the flux is of order $Dc_0/\delta$, $k$ falls as $x^{-1/3}$.

The exponent records how the speed vanishes at the wall. If the speed were $U$ right up to the wall, the balance $U/x\sim D/\delta^2$ would give $\delta\sim x^{1/2}$ and $k\sim x^{-1/2}$. With shear, a thin layer sits in slow gas. As it thickens it reaches faster gas, which resupplies precursor and slows further thickening.

Axial diffusion is smaller than transverse diffusion by a factor of order $(\delta/x)^2$. From (3), $\delta^3=9\ell^2x$, so

$$\left(\frac{\delta}{x}\right)^2=9^{2/3}\left(\frac{\ell}{x}\right)^{4/3}.$$

This sets the lower limit in (4). It is a local ratio of terms, not the error of the flux. Diffusion against the flow depletes the gas before it reaches $x=0$, which acts like moving the edge upstream by a distance $b$ of order $\ell$. Replacing $x$ by $x+b$ in $x^{-1/3}$ lowers the flux by the fraction $b/(3x)$, and this falls off more slowly than $(\ell/x)^{4/3}$. For linear shear $b\approx0.7\ell$. The upper limit comes from $\delta\ll H$. Inserting $\gamma=6U/H$ in (3) gives

$$\frac{Dx}{UH^2}=\frac23\left(\frac{\delta}{H}\right)^3. \tag{7}$$

Because of the cube, $x$ must be very small compared with $UH^2/D$ before $\delta/H$ is itself small. Both derivations below drop $\partial^2c/\partial x^2$.

## First derivation: a similarity variable

### Leading order

With $u=\gamma y$, the far plate removed to infinity and axial diffusion dropped, the equation and its conditions are unchanged when $y$ is multiplied by any factor $s$ and $x$ by $s^3$. This suggests the trial form

$$\frac{c}{c_0}=\theta(\eta),\qquad \eta=\frac{y}{\delta(x)}.$$

Since $\delta\propto x^{1/3}$, at fixed $y$ we have $x\,\partial\eta/\partial x=-\eta/3$. The two sides of the balance become

$$\gamma y\frac{\partial c}{\partial x}=-\frac{\gamma\delta c_0}{3x}\eta^2\theta',\qquad D\frac{\partial^2c}{\partial y^2}=\frac{Dc_0}{\delta^2}\theta''.$$

Multiply both by $\delta^2/(Dc_0)$ and use $\gamma\delta^3/(Dx)=9$:

$$\theta''+3\eta^2\theta'=0. \tag{8}$$

All explicit $x$ has disappeared, so the trial form is consistent. The conditions also reduce to conditions on $\eta$. The wall gives $\theta(0)=0$. Both the inlet ($x\to0$ at fixed $y>0$) and the distant gas correspond to $\eta\to\infty$, where $\theta=1$.

Equation (8) says that $(e^{\eta^3}\theta')'=0$, hence $\theta'=Be^{-\eta^3}$. To fix $B$, set $v=s^3$:

$$\int_0^\infty e^{-s^3}ds=\frac13\int_0^\infty v^{-2/3}e^{-v}dv=\frac13\Gamma\!\left(\tfrac13\right)=\Gamma\!\left(\tfrac43\right).$$

Therefore

$$\theta=\frac{1}{\Gamma(4/3)}\int_0^\eta e^{-s^3}ds,\qquad \theta'(0)=\frac1{\Gamma(4/3)}. \tag{9}$$

Since $k=D\theta'(0)/\delta$, this is (4).

### The curved profile

Now keep the factor $1-y/H=1-\varepsilon\eta$, where $\varepsilon=\delta/H$, and write $c/c_0=\theta+\varepsilon\theta_1(\eta)$. As $x\,d\varepsilon/dx=\varepsilon/3$,

$$\frac{x}{c_0}\frac{\partial c}{\partial x}=-\frac{\eta}{3}\theta'+\frac{\varepsilon}{3}(\theta_1-\eta\theta_1').$$

The balance, again multiplied by $\delta^2/(Dc_0)$, is

$$9\eta(1-\varepsilon\eta)\left[-\frac{\eta}{3}\theta'+\frac{\varepsilon}{3}(\theta_1-\eta\theta_1')\right]=\theta''+\varepsilon\theta_1''.$$

The terms without $\varepsilon$ reproduce (8). Those of first order give

$$\theta_1''+3\eta^2\theta_1'-3\eta\theta_1=3\eta^3\theta',\qquad \theta_1(0)=\theta_1(\infty)=0. \tag{10}$$

Only $\theta_1'(0)$ is needed. It follows from the decaying solution of the homogeneous equation,

$$h=\eta J,\qquad J(\eta)=\int_\eta^\infty\frac{e^{-s^3}}{s^2}ds.$$

To verify it, note that $h'=J-e^{-\eta^3}/\eta$ and $h''=3\eta e^{-\eta^3}$, while $3\eta^2h'-3\eta h=-3\eta e^{-\eta^3}$. The sum is zero. Near the wall $J\approx1/\eta$, so $h(0)=1$.

Multiply (10) by $e^{\eta^3}$ and use $e^{\eta^3}\theta'=1/\Gamma(4/3)$:

$$(e^{\eta^3}\theta_1')'-3\eta e^{\eta^3}\theta_1=\frac{3\eta^3}{\Gamma(4/3)}.$$

Multiply this by $h$, subtract $\theta_1$ times the corresponding equation for $h$, and integrate:

$$\left[e^{\eta^3}(h\theta_1'-\theta_1h')\right]_0^\infty=\frac{3}{\Gamma(4/3)}\int_0^\infty\eta^3h\,d\eta.$$

At infinity $e^{\eta^3}h$ and $e^{\eta^3}h'$ tend to zero, as do $\theta_1$ and $\theta_1'$. At the wall $\theta_1=0$ and $h=1$, so the left side is $-\theta_1'(0)$. On the right, exchange the order of integration:

$$\int_0^\infty\eta^4J\,d\eta=\int_0^\infty\frac{e^{-s^3}}{s^2}\frac{s^5}{5}ds=\frac15\int_0^\infty s^3e^{-s^3}ds=\frac{\Gamma(4/3)}{15}.$$

Thus $\theta_1'(0)=-1/5$. The wall gradient is $c_0[\theta'(0)+\varepsilon\theta_1'(0)]/\delta$, and multiplication by $H/c_0$ gives (5). The sign is negative because the true speed lies below $\gamma y$, so less precursor is resupplied.

## Second derivation: a transform along the wall

### Leading order

Let $\phi=1-c/c_0$ be the fractional deficit. It vanishes at $x=0$ and far from the wall, and equals 1 on the absorber. Define

$$\hat\phi(p,y)=\int_0^\infty e^{-px}\phi(x,y)\,dx,\qquad p>0.$$

Integration by parts turns $\partial\phi/\partial x$ into $p\hat\phi$, because $\phi(0,y)=0$. With linear shear,

$$\gamma p\,y\,\hat\phi=D\frac{d^2\hat\phi}{dy^2}.$$

Put $z=\beta y$ with $\beta=(\gamma p/D)^{1/3}$. The equation becomes $d^2\hat\phi/dz^2=z\hat\phi$, the Airy equation. Let $f(z)$ be its decaying solution. Then $\hat\phi=\hat\phi(p,0)f(z)/f(0)$.

The wall slope of $f$ follows from the integral

$$f(z)=\int_C e^{t^3/3-zt}dt,$$

where $C$ comes in from infinity along $\arg t=-\pi/3$ and leaves along $\arg t=\pi/3$. On these rays $t^3=-r^3$, so the integral converges. Moreover,

$$f''-zf=\int_C(t^2-z)e^{t^3/3-zt}dt=\left[e^{t^3/3-zt}\right]_C=0.$$

For $z>0$ the path can be moved to $t=\sqrt z+i\tau$. There the integrand has magnitude $e^{-2z^{3/2}/3}e^{-\sqrt z\,\tau^2}$, which shows that $f$ decays. At $z=0$, using $t=re^{\pm i\pi/3}$,

$$f(0)=2i\sin\frac{\pi}{3}\int_0^\infty e^{-r^3/3}dr,\qquad f'(0)=-2i\sin\frac{2\pi}{3}\int_0^\infty re^{-r^3/3}dr.$$

The sines are equal. With $v=r^3/3$ the two integrals are $3^{-2/3}\Gamma(1/3)$ and $3^{-1/3}\Gamma(2/3)$, so

$$-\frac{f'(0)}{f(0)}=3^{1/3}\frac{\Gamma(2/3)}{\Gamma(1/3)}\equiv\rho.$$

Let $F$ be the wall flux divided by $c_0$. Since $F=-D\,\partial\phi/\partial y$ at the wall,

$$\hat F=D\beta\rho\,\hat\phi(p,0)=Ap^{1/3}\hat\phi(p,0),\qquad A=\rho D\left(\frac{\gamma}{D}\right)^{1/3}. \tag{11}$$

For the perfect absorber $\hat\phi(p,0)=1/p$ and $F=k$, so $\hat k=Ap^{-2/3}$. Because $\int_0^\infty x^{-1/3}e^{-px}dx=\Gamma(2/3)p^{-2/3}$,

$$k=\frac{A}{\Gamma(2/3)}x^{-1/3}=\frac{3^{1/3}D}{\Gamma(1/3)}\left(\frac{\gamma}{Dx}\right)^{1/3}. \tag{12}$$

The prefactor agrees with (4), since $\Gamma(4/3)=\Gamma(1/3)/3$ gives $1/[9^{1/3}\Gamma(4/3)]=3^{1/3}/\Gamma(1/3)$.

### The curved profile again

Small $x$ corresponds to large $p$, so $\mu=1/(\beta H)$ is small. The transformed equation is now $d^2\hat\phi/dz^2=z(1-\mu z)\hat\phi$. Write $\hat\phi=[f+\mu g]/[pf(0)]$ with $g(0)=0$. At first order $g''-zg=-z^2f$. Multiply by $f$, subtract $g(f''-zf)=0$, and integrate:

$$-f(0)g'(0)=-\int_0^\infty z^2f^2dz.$$

The integral follows from an identity that can be checked with $f''=zf$:

$$\frac{d}{dz}\left(z^3f^2-z^2f'^2+2zff'-f^2\right)=5z^2f^2.$$

The bracket vanishes at infinity and equals $-f(0)^2$ at zero. Hence the integral is $f(0)^2/5$ and $g'(0)=f(0)/5$. The change in $\hat k$ is

$$-\frac{D\beta\mu g'(0)}{pf(0)}=-\frac{D}{5H}\frac1p,$$

which is the transform of the constant $-D/(5H)$. This is the correction in (5).

## What each derivation assumes

Both need a thin layer, negligible axial diffusion and a developed flow. They differ in what they require of the equation and of the wall.

The similarity method needs every condition to collapse onto $\eta$, but it does not need linearity. If $D$ depended on $c$, the diffusion term would be $(D\theta')'/\delta^2$ with $\delta$ built from a reference diffusivity. The explicit $x$ would still cancel, so $k\propto x^{-1/3}$ would survive with a different prefactor.

The transform needs a linear equation whose coefficients do not depend on $x$, but no guess about the profile. It therefore treats a wall with a finite first-order surface rate constant $k_s$, which brings in another length. There $F=k_s(1-\phi)$ at $y=0$, and (11) gives

$$Ap^{1/3}\hat\phi(p,0)=k_s\left[\frac1p-\hat\phi(p,0)\right]\quad\Longrightarrow\quad \hat F=\frac{Ap^{-2/3}}{1+Ap^{1/3}/k_s}.$$

For large $p$, $\hat F\to k_s/p$: without axial diffusion, $F$ approaches $k_s$ near the edge and does not diverge. This edge value is reliable only for $k_s\ll D/\ell$; for larger $k_s$, diffusion against the flow depletes the gas before the edge and $F$ starts below $k_s$, at about $0.6k_s$ when $k_s=D/\ell$. For small $p$, $\hat F\approx Ap^{-2/3}-A^2p^{-1/3}/k_s$. The inverse of $p^{-1/3}$ is $x^{-2/3}/\Gamma(1/3)$, and $Ax^{-1/3}=\Gamma(2/3)k$, so

$$F\approx k\left[1-\frac{\Gamma(2/3)^2}{\Gamma(1/3)}\frac{k}{k_s}\right].$$

The condition for perfect absorption is thus $k\ll k_s$, and it improves downstream while the thin-layer picture holds.

## Depletion and the far channel

Let $c_b$ be the flow-averaged concentration. Its balance, $UH\,dc_b/dx=-kc_0$, gives the removed fraction. The integral of $x^{-1/3}$ makes the leading mean coefficient over a length $x$ equal to $\tfrac32k(x)$. With (5) and (7),

$$1-\frac{c_b}{c_0}=\frac{1}{UH}\int_0^xk\,dx'\approx\frac{1}{\Gamma(4/3)}\left(\frac\delta H\right)^2-\frac{2}{15}\left(\frac\delta H\right)^3. \tag{13}$$

Referring the flux to $c_b$ therefore changes the coefficient at relative order $(\delta/H)^2$, beyond the $-1/5$ term.

Far downstream the slowest-decaying channel mode dominates, with $c_b\propto e^{-\lambda Dx/(UH^2)}$. The same balance then gives a flux $\lambda Dc_b/H$. The coefficient referred to $c_b$ is constant, with $\lambda\approx2.430$, while $k$ referred to $c_0$ decays exponentially.

## A model reactor

Take $H=20$ mm, $U=1$ m/s and $D=1$ cm²/s. Then $\gamma=6(1)/0.020=300$ s⁻¹, $\ell=0.577$ mm and $UH^2/D=4$ m. At $x=10$ mm,

$$\delta=\left(\frac{9\times10^{-4}\times0.010}{300}\right)^{1/3}\text{m}=3.11\text{ mm},\qquad k=\frac{10^{-4}}{0.893\times0.00311}\text{ m/s}\approx36.0\text{ mm/s}.$$

The profile correction is $-D/(5H)=-1.0$ mm/s. In the table, "full" means the parabolic channel flow solved without axial diffusion.

| $x$ (mm) | $\delta/H$ | leading $k$ (mm/s) | corrected $k$ (mm/s) | full $k$ (mm/s) |
|---|---|---|---|---|
| 10 | 0.155 | 36.04 | 35.04 | 34.98 |
| 20 | 0.196 | 28.61 | 27.61 | 27.52 |
| 40 | 0.247 | 22.70 | 21.70 | 21.60 |
| 80 | 0.311 | 18.02 | 17.02 | 16.88 |

An eightfold increase in $x$ halves the leading coefficient; the full one falls to 0.48 of its value. The extra fall is expected: a constant subtracted from a decreasing function weighs more as the function shrinks. At 80 mm the leading law is about 7% above the full value, and the corrected law less than 1% above it.

For a precursor pressure of 10 Pa at 900 K, $c_0=10/(8.314\times900)$ mol/m³ $=1.336$ mmol/m³. The full flux at 10 mm is $0.03498\times1.336\times10^{-3}$ mol/(m² s) $=46.7$ µmol/(m² s). If each mole absorbed forms 12 cm³ of film, the growth rate is 0.561 nm/s. At 80 mm it is 0.271 nm/s, so the deposit is strongly non-uniform although only 10.4% of the precursor has been removed. The fall comes mainly from the thickening layer, not from exhaustion of the gas. These rates are the transport limit and require $k\ll k_s$. With $k_s\approx s\bar v/4$, where $s$ is the sticking probability and $\bar v$ the mean molecular speed, a precursor of 32 g/mol at 900 K has $\bar v/4\approx190$ m/s, so keeping the surface correction below 5% at 10 mm needs $s$ above about $3\times10^{-3}$. Less reactive precursors, such as silane on silicon at this temperature, are limited by the surface and grow far more slowly. The developed profile also needs an inert run-up, of order 0.2 m if the kinematic viscosity is close to $D$.

Referred to the flow-averaged concentration, the coefficient at 80 mm is $16.88/(1-0.104)\approx18.8$ mm/s, slightly above the leading law. Depletion of the reference concentration raises this coefficient, while profile curvature lowers it.

Axial diffusion was examined separately, for linear shear with an inert wall upstream. Rounded to two decimals, since the grid does not resolve the third, it multiplies the leading flux by 1.25 at $x=0.1\ell$, 1.01 at $\ell$, 0.99 at $10\ell$ and 1.00 at $100\ell$. The factor crosses from excess to deficit just beyond $x=\ell$, and the deficit that follows stays below about 1.5%, so the leading law is good to that accuracy from $x\approx\ell$ onward. At 10 mm in this reactor the factor is 0.99. This effect of about 1% exceeds the 0.2% difference between the corrected and full values, so the last digits in the table describe the model without axial diffusion.

The numerical output also bears on the exponent. At $\delta/H=0.05$ the full channel gives a local exponent of $-0.3365$, and uniform flow at the same position gives $-0.5000$. Equation (5) accounts for the small departure from $-1/3$: its logarithmic slope is $-\tfrac13/[1-\Gamma(4/3)\delta/(5H)]\approx-0.336$.

## Computed values

```
Gamma(4/3) = 0.892980 (dimensionless)
correction slope, finite differences = -0.200000 (dimensionless)
correction limit, full channel = -0.19974 (dimensionless)
local exponent, parabolic flow, delta/H=0.05: -0.33645
local exponent, uniform flow, same x: -0.50000
far kH/D referred to flow average = 2.43037
axial-diffusion flux / leading flux at x/l=0.1: 1.2541
axial-diffusion flux / leading flux at x/l=1: 1.0061
axial-diffusion flux / leading flux at x/l=10: 0.9879
axial-diffusion flux / leading flux at x/l=100: 0.9964
H = 20.0 mm; U = 1.00 m/s; D = 1.00 cm^2/s
partial pressure = 10.0 Pa; temperature = 900 K
film volume per mole precursor = 12.0 cm^3/mol
wall shear rate = 300.0 1/s
axial length l = sqrt(D/shear) = 0.5774 mm
channel length U H^2/D = 4.000 m
inlet concentration = 1.3364 mmol/m^3
x = 10 mm: delta = 3.107 mm; delta/H = 0.1554
  k leading, corrected, full = 36.040, 35.040, 34.976 mm/s
  k referred to flow average = 35.929 mm/s
  removed fraction = 2.651 percent
  wall flux = 46.741 umol/(m^2 s); growth = 0.5609 nm/s
  axial-diffusion factor = 0.9909 (dimensionless)
x = 20 mm: delta = 3.915 mm; delta/H = 0.1957
  k leading, corrected, full = 28.605, 27.605, 27.522 mm/s
  k referred to flow average = 28.724 mm/s
  removed fraction = 4.185 percent
  wall flux = 36.780 umol/(m^2 s); growth = 0.4414 nm/s
  axial-diffusion factor = 0.9938 (dimensionless)
x = 40 mm: delta = 4.932 mm; delta/H = 0.2466
  k leading, corrected, full = 22.704, 21.704, 21.595 mm/s
  k referred to flow average = 23.120 mm/s
  removed fraction = 6.595 percent
  wall flux = 28.859 umol/(m^2 s); growth = 0.3463 nm/s
  axial-diffusion factor = 0.9957 (dimensionless)
x = 80 mm: delta = 6.214 mm; delta/H = 0.3107
  k leading, corrected, full = 18.020, 17.020, 16.876 mm/s
  k referred to flow average = 18.828 mm/s
  removed fraction = 10.371 percent
  wall flux = 22.552 umol/(m^2 s); growth = 0.2706 nm/s
  axial-diffusion factor = 0.9968 (dimensionless)
leading k(80 mm)/k(10 mm) = 0.5000
full k(80 mm)/k(10 mm) = 0.4825
mean k to 80 mm: leading 27.030, corrected 26.030, full 25.927 mm/s
```
